\section*{Does lower sheet resistance after annealing prove higher dopant activation?}

\section*{Question}

A phosphorus implant in silicon is activated by a very short anneal, and its sheet resistance is about $162\ \Omega$ per square. After a further hour near $1100\,^\circ$C it is about $101\ \Omega$ per square. The ratio of the two suggests that the active dose has risen by some 60\%. Is that inference sound, or could diffusion alone have lowered the resistance? If it could, would a Hall measurement settle the matter?

\section*{Answer}

The inference is not sound. The two values can belong to layers with the same active dose. Sheet resistance depends on dose and mobility together, and spreading the donors over a greater depth can raise the mobility.

\subsection*{What sheet resistance measures}

Let $x$ be the depth below the surface and $N(x)$ the density of electrically active donors. I assume that each active donor supplies one electron, that the mobility $\mu(N)$ depends on the local active density, and that the junction below isolates the layer. With $e>0$, a slice of thickness $dx$ has sheet conductance $eN\mu\,dx$. All slices feel the same field along the surface, so their conductances add:
\begin{equation}
G=\frac1R=e\int N\mu(N)\,dx=eQM,
\label{eq:G}
\end{equation}
where
\begin{equation}
Q=\int N\,dx,\qquad M=\frac1Q\int N\mu(N)\,dx .
\end{equation}
Here $Q$ is the active dose and $M$ is the mobility averaged over that dose. The logarithm of (\ref{eq:G}) gives
\begin{equation}
d\ln R=-\,d\ln Q-d\ln M .
\end{equation}
One resistance reading cannot separate the two terms.

\subsection*{When diffusion lowers the resistance}

Suppose no donors are lost or newly activated. Diffusion then obeys
\begin{equation}
\frac{\partial N}{\partial t}=\frac{\partial}{\partial x}\left(D\frac{\partial N}{\partial x}\right),
\end{equation}
with zero flux at the surface and deep in the crystal. Integration over depth gives $dQ/dt=0$, even if $D\ge0$ depends on density. To follow $G$, define $s(N)=N\mu(N)$. The chain rule and one integration by parts give
\begin{align}
\frac{dG}{dt}
&=e\int s'(N)\,\frac{\partial}{\partial x}\left(D\frac{\partial N}{\partial x}\right)dx\nonumber\\
&=e\left[s'(N)D\frac{\partial N}{\partial x}\right]_{\rm ends}
-e\int D\,s''(N)\left(\frac{\partial N}{\partial x}\right)^2dx .
\end{align}
The bracket vanishes because the flux does, so
\begin{equation}
\frac{dG}{dt}=-e\int D\,s''(N)\left(\frac{\partial N}{\partial x}\right)^2dx .
\label{eq:rate}
\end{equation}
If $s''<0$ and the profile has a gradient where $D>0$, $G$ rises and $R$ falls. If the mobility is constant, $s''=0$ and diffusion leaves $R$ unchanged. The gain therefore comes from the mobility.

The condition concerns $s$, not just the slope of $\mu$. Since $s''=2\mu'+N\mu''$, a falling mobility makes the first term negative, but the second can outweigh it. Take the Caughey--Thomas form,
\begin{equation}
\mu=\mu_{\min}+\frac{\Delta}{1+u},\qquad
u=\left(\frac{N}{N_r}\right)^a,\qquad
\Delta=\mu_{\max}-\mu_{\min}.
\end{equation}
With $du/dN=au/N$, the first derivative is
\begin{equation}
s'=\mu_{\min}+\Delta\left[\frac1{1+u}-\frac{au}{(1+u)^2}\right]
=\mu_{\min}+\Delta\,\frac{1+(1-a)u}{(1+u)^2}.
\end{equation}
Differentiating the fraction with respect to $u$ and multiplying by $du/dN$ gives
\begin{align}
s''&=\Delta\,\frac{au}{N}\,
\frac{(1-a)(1+u)-2[1+(1-a)u]}{(1+u)^3}\nonumber\\
&=-\Delta\,\frac{au}{N}\,
\frac{(1+a)+(1-a)u}{(1+u)^3}.
\end{align}
This is negative at every positive density if $0<a\le1$. The rough value for electrons in silicon, $a=0.7$, meets the condition. This form omits the further fall of the measured mobility near $3\times10^{20}\ \mathrm{cm^{-3}}$. With that fall included, $s$ turns convex above roughly $5$ to $6\times10^{20}\ \mathrm{cm^{-3}}$, well above the densities used below.

A steeper law can reverse the result. For $a=3$, $s''$ is positive when $u>2$. Consider a closed film 100 nm thick with $N_r=10^{17}\ \mathrm{cm^{-3}}$, mobility limits of 60 and 1400 cm$^2$/Vs, and density $3\times10^{17}[1+0.4\cos(\pi x/100\,\mathrm{nm})]\ \mathrm{cm^{-3}}$. Its lowest density gives $u=1.8^3\approx5.8$, so $s$ is convex throughout. Diffusion to a uniform density multiplies $G$ by 0.905, although the mobility falls with density and the dose is fixed. This artificial law shows why the condition is needed.

A pure stretch is different. If $N(x)$ becomes $N(x/w)/w$ with $w>1$, the dose is unchanged, and the substitution $x=wy$ gives
\begin{equation}
G_w=e\int N(y)\,\mu\!\left(\frac{N(y)}{w}\right)dy .
\end{equation}
This exceeds $G$ for any mobility that falls with density, because every donor now sits in a more dilute region. Diffusion in a closed film cannot stretch the profile in this way; it takes donors from dense regions and adds them to dilute ones.

\subsection*{The implant in numbers}

Let both states have $Q=5\times10^{14}\ \mathrm{cm^{-2}}$. The implant has range $R_p=50$ nm and straggle $\sigma_0=20$ nm. The mobility parameters are $\mu_{\min}=60$ and $\mu_{\max}=1400$ cm$^2$/Vs, $N_r=10^{17}\ \mathrm{cm^{-3}}$ and $a=0.7$. I take constant $D=10^{-13}\ \mathrm{cm^2/s}$ for 3600 s and neglect diffusion in the first anneal.

A reflecting surface is represented by an image of the implant at $-R_p$. Diffusion adds $2Dt$ to the variance of each Gaussian, so
\begin{equation}
N=\frac{Q}{\sqrt{2\pi}\,\sigma}
\left[e^{-(x-R_p)^2/2\sigma^2}+e^{-(x+R_p)^2/2\sigma^2}\right],
\qquad \sigma^2=\sigma_0^2+2Dt .
\end{equation}
The image makes the slope at $x=0$ vanish. Since $2Dt=7.2\times10^{-10}\ \mathrm{cm^2}=72\,000\ \mathrm{nm^2}$, the final width is $\sqrt{400+72\,000}\approx269$ nm. The peak density falls from $1.0\times10^{20}$ to $1.46\times10^{19}\ \mathrm{cm^{-3}}$.

The dose-weighted mobility rises from 77.1 to 124 cm$^2$/Vs. Equation (\ref{eq:G}) then gives
\begin{align}
R_{\rm before}&=\frac{1}{(1.602\times10^{-19}\,\mathrm C)(5\times10^{14}\,\mathrm{cm^{-2}})(77.1\,\mathrm{cm^2/Vs})}
\approx162\ \Omega/\square,\\
R_{\rm after}&\approx162\times\frac{77.1}{124}\approx101\ \Omega/\square .
\end{align}
The conductance ratio is 1.61 at unchanged dose. The same diffusion calculated with constant mobility gives a ratio of 1.000000.

A simple limit explains the size of $M$. Where $u\gg1$, $\mu\approx\mu_{\min}+\Delta(N/N_r)^{-a}$. For a Gaussian of peak density $N_p$, the average of $(N/N_p)^{-a}$ over the dose is
\begin{equation}
\frac{\int e^{-(1-a)z^2/2}\,dz}{\int e^{-z^2/2}\,dz}=\frac1{\sqrt{1-a}},
\end{equation}
and hence
\begin{equation}
M\approx\mu_{\min}+\frac{\Delta}{\sqrt{1-a}}\left(\frac{N_p}{N_r}\right)^{-a}.
\end{equation}
This gives about 80 and 135 cm$^2$/Vs for the two states. Both values are somewhat high. One reason is that $1/u$ replaces $1/(1+u)$, which matters most in the dilute flank. For the first state there is a second reason, of similar size: the formula integrates over a full Gaussian, but the surface lies only $R_p/\sigma_0=2.5$ widths from the peak, so the formula counts a dilute flank that the layer does not have. In the opposite limit, $N\ll N_r$ throughout, $M$ approaches $\mu_{\max}$ and further diffusion has little effect on $R$.

If the mobility is wrongly held fixed, the inferred final dose is $5\times10^{14}\times161.9/100.6\approx8.0\times10^{14}\ \mathrm{cm^{-2}}$. None of that increase exists in the model. To reach the same resistance by true activation at the original profile shape, the dose would have to rise by a factor of 1.73, not 1.61, because added donors also lower the mobility.

Diffusion can even hide a loss. If 10\% of the active donors disappear uniformly from the diffused profile, $R$ is $108\ \Omega/\square$, still well below the initial value. The resistance returns to $162\ \Omega/\square$ only when the active fraction has fallen to 0.48. This assumes that the lost donors no longer scatter electrons; inactive donors left in the layer could scatter and would then reduce the margin.

\subsection*{Would a Hall measurement settle it?}

It helps, but one reading of the whole layer is also weighted by mobility. Let current flow along $y$ and let $B$ point along the depth $x$. This derivation uses Gaussian units, with $c$ the speed of light; the final formula for the Hall dose does not depend on that choice. For electrons in a weak field, $\mu B/c\ll1$, and with unit Hall factor, the transverse current density in a slice is
\begin{equation}
j_z=eN\mu\left(E_z+\frac{\mu B}{c}E_y\right).
\end{equation}
The total transverse current is zero, though individual slices may carry some. Thus
\begin{equation}
E_z=-\frac{B}{c}E_y\frac{\int N\mu^2dx}{\int N\mu\,dx}.
\end{equation}
The sheet current is $J=eE_y\int N\mu\,dx$, and the Hall dose $n_H$ is defined by $|E_z|=BJ/(ecn_H)$. Eliminating $E_y$ gives
\begin{equation}
n_H=\frac{\left(\int N\mu\,dx\right)^2}{\int N\mu^2dx}\le Q .
\end{equation}
The inequality is that of Cauchy and Schwarz, applied to $\sqrt N$ and $\sqrt N\,\mu$. Equality requires the same mobility wherever there are donors.

Here $n_H$ falls from $4.71\times10^{14}$ to $4.07\times10^{14}\ \mathrm{cm^{-2}}$, while $Q$ stays at $5\times10^{14}\ \mathrm{cm^{-2}}$. The resistance seems to report a large gain in activation, and the Hall reading a loss of 14\%. The Hall dose falls because the diffused layer has a wider relative spread of mobilities. The size of the fall rests on setting the electron density equal to $N$ at every depth. In the steep tail of the first profile, electrons spill into lightly doped silicon of high mobility, a region that the weight $\mu^2$ favours. Allowing for this lowers the first Hall dose to about $4.5\times10^{14}\ \mathrm{cm^{-2}}$ and the apparent loss to about 9\%, while the conductance ratio hardly changes.

Depth resolution removes this weighting error. If the Hall factor is known, Hall and resistance readings taken between removals of thin strips give the carrier density and mobility of each strip. In the model, with unit Hall factor, the Hall doses of 10 nm strips down to the junction add up to $5.00\times10^{14}\ \mathrm{cm^{-2}}$ in both states, to three digits. Measurement noise and uneven removal are not included.

\subsection*{How far the example represents a real layer}

The parameters are rough, rounded values for phosphorus in silicon. For a substrate doping of $10^{15}\ \mathrm{cm^{-3}}$, the junction moves from 146 nm to about 1200 nm at constant $D$. That is far too deep for the source and drain of a small modern transistor, so the lower resistance has a price.

The conductance ratio of 1.61 changes as follows when one neglected effect is estimated at a time:
\begin{itemize}
\item Diffusion enhanced by high doping gives 1.73.
\item A further fall of mobility near $3\times10^{20}\ \mathrm{cm^{-3}}$ gives 1.67.
\item Incomplete ionization below $4\times10^{18}\ \mathrm{cm^{-3}}$, with a fixed donor level 45 meV deep, gives 1.52. The sharp cut-off is a convenience; if ionization stays incomplete up to about $10^{19}\ \mathrm{cm^{-3}}$, the ratio can be nearer 1.45.
\item Operation of both layers at 400 K gives 1.55.
\item Substrate compensation with junction and surface depletion leaves 1.61.
\end{itemize}
None of these reverses the conclusion. The size of the gain depends more strongly on the mobility law. A higher $\mu_{\min}$, or an exponent above 0.7, gives a smaller gain; fits with $\mu_{\min}\approx90$ cm$^2$/Vs and $a\approx0.9$ give about 1.3.

The true Hall factor is not one. Estimates at the two peak densities, including screened-ion scattering and anisotropic mass, are $1.008\times0.871\approx0.88$ before and $1.107\times0.871\approx0.96$ after. A measured Hall dose is $n_H$ divided by this factor. If each peak value is applied to its whole layer, the apparent loss grows from 14\% to about 21\%. The factor varies with density through each layer, so this is only a rough estimate. Strip-by-strip readings need the same correction: the measured density of each strip must be multiplied by the Hall factor of that strip.

The assumption most open to doubt is that the first anneal activates every donor and leaves no damage. Further activation would raise $Q$, and removal of scattering defects would raise $M$ without any diffusion. Both would lower $R$ in a real anneal, and their size is not estimated here. A fall in sheet resistance is therefore evidence of a larger product $QM$; a claim about activation needs a further measurement that separates $Q$ from $M$, such as strip-by-strip Hall readings corrected for the Hall factor. The full set of values is in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Active dose, both states: 5e+14 cm^-2
Implant range: 50 nm
Implant straggle: 20 nm
Diffusivity: 1e-13 cm^2/s
Anneal time: 3600 s
Mobility law, lower limit: 60 cm^2/Vs
Mobility law, upper limit: 1400 cm^2/Vs
Mobility law, reference density: 1e+17 cm^-3
Mobility law, exponent: 0.7
Substrate doping: 1e+15 cm^-3
Gaussian width after: 269.1 nm
Peak density before: 9.973e+19 cm^-3
Peak density after: 1.457e+19 cm^-3
Mobility at peak before: 70.58 cm^2/Vs
Mobility at peak after: 99.77 cm^2/Vs
Mean mobility before: 77.09 cm^2/Vs
Mean mobility after: 124 cm^2/Vs
Sheet resistance before: 161.9 ohm/sq
Sheet resistance after: 100.6 ohm/sq
Conductance ratio after/before: 1.609
Same ratio with constant mobility: 1.000000
Junction depth before: 145.8 nm
Junction depth after: 1197 nm
Dose inferred with fixed mobility: 8.046e+14 cm^-2
Dose factor needed at unmoved shape: 1.729
Break-even active fraction after diffusion: 0.4757
Sheet resistance after, 10% dose lost: 107.9 ohm/sq
Hall dose before, unit Hall factor: 4.713e+14 cm^-2
Hall dose after, unit Hall factor: 4.071e+14 cm^-2
Sum of 10 nm strip Hall doses before: 4.996e+14 cm^-2
Sum of 10 nm strip Hall doses after: 5e+14 cm^-2
Rate law / solved change, constant D: 0.999
Rate law / solved change, extrinsic D: 0.9976
Convex film: conductance ratio: 0.9054
Ratio with extrinsic diffusion: 1.733
Ratio with high-density mobility fall: 1.672
Ratio with incomplete ionization: 1.522
Ratio at 400 K: 1.546
Ratio with compensation and depletion: 1.612
Junction depletion loss: 1.017e+11 cm^-2
Assumed surface depletion loss: 1e+12 cm^-2
Energy Hall factor at peak before: 1.008
Energy Hall factor at peak after: 1.107
Mass-anisotropy Hall factor: 0.8707
\end{verbatim}
